\section*{Converting force constants from rydberg per bohr squared to inverse centimetres}

\section*{The problem}

A linear-response calculation of lattice or molecular vibrations delivers force constants, an energy per length squared. This question concerns the conversion of force constants in Ry/bohr$^2$ or hartree/bohr$^2$ into wavenumbers in cm$^{-1}$ and the factors of two that can enter it.

Gaussian units are used, with $\hbar$, the electron mass $m$ and the elementary charge $e$ kept in the algebra. The bohr and the rydberg are
\begin{equation}
a_0=\frac{\hbar^2}{me^2},\qquad \mathrm{Ry}=\frac{me^4}{2\hbar^2},
\label{defs}
\end{equation}
and one hartree is $2\,\mathrm{Ry}$. The speed of light is written $c_\ell$, because $c$ will denote the numerical value of a force constant. The following data may be used: the atomic mass unit is $m_u=1822.8885\,m$; a photon of energy 1 Ry has wavenumber $R_\infty=\mathrm{Ry}/(2\pi\hbar c_\ell)=109737.316$ cm$^{-1}$; and 1 Ry/bohr$^2$ equals 778.447 N/m.

\section*{Part (a): from force constants to frequencies}

\textbf{Question.} Nuclei with masses $M_i$ make small displacements $u_i$ about a minimum of the energy $E$, where $i$ labels both the atom and the Cartesian direction. Define the force constants and derive the eigenvalue problem for the vibrational frequencies.

\textbf{Answer.} Here $E(u)$ is the total energy with the electrons in their ground state at each nuclear position, including the repulsion between nuclei. At a minimum the first derivatives vanish, so to second order
\begin{equation}
E=E_0+\frac12\sum_{ij}C_{ij}u_iu_j,\qquad
C_{ij}=\left.\frac{\partial^2E}{\partial u_i\,\partial u_j}\right|_{u=0}.
\label{harm}
\end{equation}
The force is $-\partial E/\partial u_i$. The derivative acts on each of the two displacements in the product, and since $C_{ij}=C_{ji}$ the two contributions are equal and cancel the factor $\frac12$:
\begin{equation}
M_i\ddot u_i=-\sum_jC_{ij}u_j .
\end{equation}
Put $u_i=w_i\,\mathrm{e}^{-\mathrm{i}\omega t}/\sqrt{M_i}$. The second time derivative gives $-\omega^2$, so that
\begin{equation}
-\omega^2\sqrt{M_i}\,w_i=-\sum_j\frac{C_{ij}}{\sqrt{M_j}}\,w_j .
\end{equation}
Division by $-\sqrt{M_i}$ gives
\begin{equation}
\sum_jD_{ij}w_j=\omega^2w_i,\qquad D_{ij}=\frac{C_{ij}}{\sqrt{M_iM_j}} .
\label{dyn}
\end{equation}
$D$ is the dynamical matrix. It is real and symmetric, so its eigenvalues $\omega^2$ are real. A negative eigenvalue means that the energy falls along that displacement: the structure is not a minimum, and $\omega$ is imaginary.

In a crystal, $C_{ij}$ is replaced at wavevector $\mathbf q$ by a sum of force constants over cells, each multiplied by a phase $\mathrm{e}^{\mathrm{i}\mathbf q\cdot\mathbf R}$. The phases have no dimension, so the unit conversion below is the same at every $\mathbf q$.

\section*{Part (b): the Rydberg unit of mass}

\textbf{Question.} Take Ry as the unit of energy, $a_0$ as the unit of length, and choose the unit of time so that $\hbar=1$. Find the unit of mass, and the values of $m$, $e^2$ and $m_u$ in this system.

\textbf{Answer.} Since $\hbar$ is an energy times a time, the unit of time is $\hbar/\mathrm{Ry}$. A mass is an energy times a time squared divided by a length squared, so the unit of mass is
\begin{equation}
\mathrm{Ry}\left(\frac{\hbar}{\mathrm{Ry}}\right)^2\frac1{a_0^2}
=\frac{\hbar^2}{\mathrm{Ry}\,a_0^2}.
\end{equation}
From (\ref{defs}),
\begin{equation}
\mathrm{Ry}\,a_0^2=\frac{me^4}{2\hbar^2}\,\frac{\hbar^4}{m^2e^4}=\frac{\hbar^2}{2m},
\qquad\text{hence}\qquad
\frac{\hbar^2}{\mathrm{Ry}\,a_0^2}=2m .
\label{massunit}
\end{equation}
The unit of mass is two electron masses, and the electron mass has the value $m=\frac12$. For the charge,
\begin{equation}
\frac{e^2}{\mathrm{Ry}\,a_0}=e^2\,\frac{2\hbar^2}{me^4}\,\frac{me^2}{\hbar^2}=2 .
\end{equation}
The atomic mass unit therefore has the value
\begin{equation}
N\equiv\frac{m_u}{2m}=\frac{1822.8885}{2}=911.444 .
\label{N}
\end{equation}
With the hartree as energy unit, the same argument gives $\hbar^2/(2\,\mathrm{Ry}\,a_0^2)=m$ as the unit of mass, and $m_u$ has the value 1822.89. The mass itself is the same; halving the energy unit at fixed $\hbar$ doubles the time unit, and the mass unit, proportional to energy times time squared, changes by $\frac12\times4=2$.

The electron's kinetic energy operator gives a quick way to recognise the system. In Rydberg units $-\hbar^2\nabla^2/(2m)$ becomes $-\nabla^2$, and in Hartree units it becomes $-\frac12\nabla^2$.

\section*{Part (c): the conversion formula}

\textbf{Question.} One harmonic coordinate has force constant $C=c\,\mathrm{Ry}/a_0^2$ and mass $M=A\,m_u$. Find its wavenumber $\tilde\nu=\omega/(2\pi c_\ell)$ in cm$^{-1}$. How do errors in $c$ and $A$ carry over, and when does the formula lose its meaning?

\textbf{Answer.} For one coordinate (\ref{dyn}) reads $\omega^2=C/M$. Multiply by $\hbar^2$ and insert the units:
\begin{equation}
(\hbar\omega)^2=\frac{\hbar^2}{A\,m_u}\,\frac{c\,\mathrm{Ry}}{a_0^2}
=\mathrm{Ry}^2\,\frac cA\,\frac{1}{m_u}\,\frac{\hbar^2}{\mathrm{Ry}\,a_0^2}
=\mathrm{Ry}^2\,\frac cA\,\frac{2m}{m_u}
=\mathrm{Ry}^2\,\frac{c}{NA}.
\label{hw}
\end{equation}
The second step multiplies and divides by Ry, and the third uses (\ref{massunit}). Taking the root and dividing by $2\pi\hbar c_\ell$ gives
\begin{equation}
\tilde\nu=\frac{\hbar\omega}{2\pi\hbar c_\ell}=R_\infty\sqrt{\frac{c}{911.444\,A}}
=3634.87\,\sqrt{\frac cA}\ \mathrm{cm}^{-1},
\label{main}
\end{equation}
because $109737.316/\sqrt{911.444}=3634.87$. No further $2\pi$ is needed: it is already contained in $R_\infty$. For several coordinates $c/A$ is replaced by an eigenvalue of the matrix $c_{ij}/\sqrt{A_iA_j}$.

Taking the logarithm of (\ref{main}) and differentiating,
\begin{equation}
\frac{\delta\tilde\nu}{\tilde\nu}=\frac12\frac{\delta c}{c}-\frac12\frac{\delta A}{A}.
\label{sens}
\end{equation}
A small relative error in the force constant is halved in the wavenumber. A finite factor of two in $c$ or in $A$ becomes a factor $\sqrt2$, whereas a factor of two in the energy converter $R_\infty$ enters in full.

The formula assumes that the quadratic term of the energy dominates over the range of the motion. As $c\to0$ that term disappears and the cubic and quartic terms decide the motion, so a very small $\tilde\nu$ from (\ref{main}) need not describe a real vibrational transition.

\section*{Part (d): mixed unit systems}

\textbf{Question.} Three numbers enter (\ref{main}): the force constant, the mass and the energy converter. Each may be supplied in its Rydberg or its Hartree version. Find the ratio of the wavenumber obtained to the true one for all eight combinations. Can the ratio alone identify the mistake?

\textbf{Answer.} Let $h_C$, $h_M$ and $h_E$ be 0 for the Rydberg version and 1 for the Hartree version. The same force constant has half the numerical value in hartree/bohr$^2$, so its number is $2^{-h_C}c$. The same mass has twice the numerical value, so its number is $2^{h_M}NA$. The converter is $2^{h_E}R_\infty$, which is 219474.63 cm$^{-1}$ for the hartree. Hence
\begin{equation}
\tilde\nu_{\rm found}=2^{h_E}R_\infty\sqrt{\frac{2^{-h_C}c}{2^{h_M}NA}}
=2^{\,h_E-(h_C+h_M)/2}\;\tilde\nu .
\label{ratio}
\end{equation}
The result is right if $2h_E=h_C+h_M$. For $h_E=0$ this requires $h_C=h_M=0$, and for $h_E=1$ it requires $h_C=h_M=1$. The two consistent systems are thus the two correct combinations. With R for Rydberg and H for Hartree:

\begin{center}
\begin{tabular}{cccc}
force constant & mass & converter & ratio\\
R & R & R & $1$\\
R & R & H & $2$\\
R & H & R & $1/\sqrt2$\\
R & H & H & $\sqrt2$\\
H & R & R & $1/\sqrt2$\\
H & R & H & $\sqrt2$\\
H & H & R & $1/2$\\
H & H & H & $1$
\end{tabular}
\end{center}

If only one input is wrong, a ratio of 2 or $\frac12$ points to the converter. The same ratios also arise when the converter is right and both the force constant and the mass come from the other system. A ratio of $1/\sqrt2$ has two possible origins: in an otherwise Rydberg calculation, either the mass was taken as $1822.89A$ or the force constant was left in hartree/bohr$^2$. A ratio of $\sqrt2$ likewise has two: in an otherwise Hartree calculation, either the force constant was left in Ry/bohr$^2$ or the mass was taken as $911.44A$. The ratio alone does not separate these pairs; the inputs must be examined one at a time. The mass is quickly checked, since carbon with $A=12.011$ must enter as $911.444\times12.011=10947$ in Rydberg units. The force constant can be checked against the curvature of an energy curve whose unit is known.

\section*{Part (e): factors of two outside the unit system}

\textbf{Question.} Two atoms of masses $M_1$ and $M_2$ move along their bond, and the energy depends on the bond length alone, with curvature $k$ at the minimum. (i) Find the frequencies. (ii) What error follows, for equal masses $M$, if $k/M$ is taken as $\omega^2$? (iii) What error follows if the coefficient $a$ of a fitted parabola $E=E_0+as^2$, with $s$ the change in bond length, is used as the force constant?

\textbf{Answer.} (i) The change in bond length is $s=u_2-u_1$, so
\begin{equation}
E=E_0+\frac k2(u_2-u_1)^2,\qquad
C=k\begin{pmatrix}1&-1\\-1&1\end{pmatrix},
\end{equation}
and by (\ref{dyn})
\begin{equation}
D=\begin{pmatrix}k/M_1&-k/\sqrt{M_1M_2}\\-k/\sqrt{M_1M_2}&k/M_2\end{pmatrix}.
\end{equation}
The determinant is $k^2/(M_1M_2)-k^2/(M_1M_2)=0$, so one eigenvalue is zero. The other then equals the trace:
\begin{equation}
\omega^2=k\left(\frac1{M_1}+\frac1{M_2}\right)=\frac k\mu,\qquad
\mu=\frac{M_1M_2}{M_1+M_2}.
\label{mu}
\end{equation}
The zero eigenvalue belongs to $u_1=u_2$, a translation that costs no energy. In the stretching mode no net force acts on the molecule, so $M_1u_1+M_2u_2=0$ and the lighter atom moves farther.

(ii) For equal masses $\mu=M/2$ and $\omega^2=2k/M$. Taking $k/M$ instead multiplies the frequency by $1/\sqrt2$. This ratio is special to equal masses. In general, using $M_1$ for $\mu$ gives
\begin{equation}
\sqrt{\frac{\mu}{M_1}}=\sqrt{\frac{M_2}{M_1+M_2}},
\end{equation}
which tends to 1 when $M_2\gg M_1$: a light atom bound to a very heavy one vibrates almost as if attached to a wall.

The factor of two can also be misplaced through the choice of coordinate. Let two equal atoms move symmetrically outward, each by $u$. Then $s=2u$ and $E-E_0=\frac k2(2u)^2=2ku^2$, so the force constant for $u$ is $4k$. The kinetic energy is $2\times\frac12M\dot u^2=\frac12(2M)\dot u^2$, so the mass belonging to $u$ is $2M$. The quotient is $4k/(2M)=2k/M$, as before. The force constant and the mass must refer to the same coordinate.

(iii) Differentiating $as^2$ twice gives $k=2a$. Using $a$ in place of $k$ halves the force constant and multiplies the frequency by $1/\sqrt2$. The same ratio appears for two of the unit errors in part (d), and for the one in which the force constant is left in hartree/bohr$^2$ the input numbers themselves coincide: the value of $a$ in Ry/bohr$^2$ is $c/2$, which is also the value of $k$ in hartree/bohr$^2$. Errors can also cancel. If $a$ in Ry/bohr$^2$ is used with the Hartree mass and the Hartree converter, the factors are $\sqrt2\times1/\sqrt2=1$. A correct wavenumber therefore does not prove that each input was understood.

\section*{Part (f): carbon monoxide}

\textbf{Question.} For CO in the local density approximation (Slater exchange, VWN5 correlation) with the 6-31G* basis (spherical $d$ functions), the energy minimum lies at a bond length of 2.158 bohr. The linear-response force constants along the bond are there
\[
C_{\rm CC}=1.221449,\quad C_{\rm CO}=-1.221346,\quad C_{\rm OO}=1.221784
\]
in hartree/bohr$^2$. The standard average masses are 12.011 and 15.999 u. Find the stretching wavenumber, judge the quality of the force constants, and state what mixed units would have given.

\textbf{Answer.} The unit is the hartree, so the numbers are doubled before (\ref{main}) is used. By part (e) the off-diagonal element is $-k$:
\begin{equation}
c=2\times1.221346=2.44269 .
\end{equation}
In SI units this is $2.44269\times778.447=1901.5$ N/m. The reduced mass is
\begin{equation}
A_\mu=\frac{12.011\times15.999}{12.011+15.999}=6.86055,
\end{equation}
or $911.4442\times6.86055=6253.01$ in Rydberg units. Then
\begin{equation}
\frac{\hbar\omega}{\mathrm{Ry}}=\sqrt{\frac{2.44269}{6253.01}}=\sqrt{3.9064\times10^{-4}}=0.019765,
\end{equation}
\begin{equation}
\tilde\nu=109737.3\times0.0197647\ \mathrm{cm}^{-1}=2169\ \mathrm{cm}^{-1}.
\end{equation}
A calculation in N/m, kilograms and radians per second gives the same value, as the numerical output shows.

Translation invariance requires each row of $C$ to sum to zero. The carbon row leaves $\delta_{\rm C}=2\times0.000103=0.00021$ and the oxygen row $\delta_{\rm O}=2\times0.000438=0.00088$ Ry/bohr$^2$, the larger being 0.04\% of $k$. The basis functions move with the atoms, so the incompleteness of the basis does not break translation invariance. Indeed, in Hartree--Fock with the same basis, where no numerical integration grid is used, the rows sum to zero within $10^{-11}$ Ry/bohr$^2$. The residue is therefore a numerical error of the calculation, and this comparison points to the grid on which the exchange-correlation terms are integrated.

The effect on the wavenumber follows from first-order perturbation theory. The normalized stretching eigenvector has $w_i^2=\mu/M_i$, because $w_i=\sqrt{M_i}\,u_i$ with $M_1u_1=-M_2u_2$ gives $w_i^2\propto1/M_i$, and $\mu/M_1+\mu/M_2=1$. Extra diagonal terms $\delta_i$ change $\omega^2$ by $\sum_iw_i^2\delta_i/M_i$. Relative to $\omega^2=k/\mu$ this is
\begin{equation}
\frac{\delta(\omega^2)}{\omega^2}=\frac1k\sum_i\left(\frac{\mu}{M_i}\right)^2\delta_i
=\frac{0.571^2\times0.00021+0.429^2\times0.00088}{2.443}\approx9\times10^{-5}.
\end{equation}
Half of this, times 2169 cm$^{-1}$, is 0.1 cm$^{-1}$. Diagonalizing the uncorrected matrix indeed gives 2169.02 instead of 2168.92 cm$^{-1}$. The translation suffers far more: its eigenvalue should be zero, becomes $(\delta_{\rm C}+\delta_{\rm O})/(M_{\rm C}+M_{\rm O})$, and the square root turns this into a spurious 23 cm$^{-1}$.

An independent check comes from the energies at five bond lengths. The quartic through them has curvature 2.4422 Ry/bohr$^2$ at the minimum, 0.02\% below the linear-response value. By (\ref{sens}) that is 0.01\% in the wavenumber. A finer integration grid gives 2.4426 Ry/bohr$^2$ and 2168.88 cm$^{-1}$, so the last digits of 2.44269 and 2168.92 are not converged, while 2169 is. The wavenumber also changes by about $-4000$ cm$^{-1}$ per bohr of bond length, so rounding the bond length to three decimals can move it by up to 2 cm$^{-1}$. These comparisons measure numerical consistency within one model. They say nothing about the errors of the functional and the basis, nor about the anharmonicity left out of (\ref{harm}), so 2169 cm$^{-1}$ is a harmonic LDA value for this one small basis, not shown to be converged with basis size, and not a prediction of the measured line to four digits. The cubic and quartic terms of the same energy curve lower the first transition by roughly 20 cm$^{-1}$. The average masses also describe no single molecule; for $^{12}$C$^{16}$O the harmonic value is 2169.6 cm$^{-1}$.

Mixed units would have given 4338 cm$^{-1}$ (ratio 2), 3067 cm$^{-1}$ ($\sqrt2$), 1534 cm$^{-1}$ ($1/\sqrt2$) or 1084 cm$^{-1}$ ($\frac12$). Using the carbon mass alone for $\mu$ would give the ratio $\sqrt{15.999/28.010}=0.756$, which is close enough to 0.707 to be mistaken for a unit error if the comparison value is rough.

\section*{Part (g): the same number from the Schr\"odinger equation}

\textbf{Question.} Write the vibrational Schr\"odinger equation of part (f) in Rydberg units and show that its lowest transition energy is the $\hbar\omega$ of (\ref{hw}). What further factor of two appears here?

\textbf{Answer.} Let $x$ be the change in bond length in bohr and $\hat M=NA_\mu$ the reduced mass in Rydberg units. With $\hbar=1$ the Hamiltonian in Ry is
\begin{equation}
H=-\frac1{2\hat M}\frac{d^2}{dx^2}+\frac c2x^2 .
\end{equation}
Set $x=\lambda\xi$ with $\lambda=(\hat Mc)^{-1/4}$. The kinetic prefactor becomes $1/(2\hat M\lambda^2)=\frac12\sqrt{\hat Mc}/\hat M=\frac12\sqrt{c/\hat M}$, and the potential prefactor becomes $\frac12c\lambda^2=\frac12c/\sqrt{\hat Mc}=\frac12\sqrt{c/\hat M}$. Therefore
\begin{equation}
H=\sqrt{\frac c{\hat M}}\;\frac12\left(-\frac{d^2}{d\xi^2}+\xi^2\right).
\end{equation}
For $f_0=\mathrm{e}^{-\xi^2/2}$ one has $f_0''=(\xi^2-1)f_0$, so $\frac12(-f_0''+\xi^2f_0)=\frac12f_0$. For $f_1=\xi\,\mathrm{e}^{-\xi^2/2}$ one has $f_1''=(\xi^2-3)f_1$, so the eigenvalue is $\frac32$. These functions have no node and one node, and in one dimension they are therefore the two lowest states. Their spacing is $\sqrt{c/\hat M}=\sqrt{c/(NA_\mu)}$ in Ry, in agreement with (\ref{hw}).

For CO, a direct diagonalization on a grid gives a spacing of 2168.90 cm$^{-1}$, against 2168.92 cm$^{-1}$ from the formula; the difference is the discretization error of the grid. The length is $\lambda=(6253.0\times2.4427)^{-1/4}=0.090$ bohr, about 4\% of the bond length, which sets the scale of the motion. The two lowest states extend beyond $\lambda$ on either side of the minimum (the ground state with 16\% of its probability, the first excited state with 57\%), and the parabola has to represent the energy curve there too.

In this harmonic model the ground state lies at $\frac12\hbar\omega$ above the minimum, which is 1084 cm$^{-1}$ for CO. This zero-point energy is numerically the same as the wavenumber obtained when Hartree force constants and masses are combined with the Rydberg converter. The first is the correct harmonic answer to a different question; the second is a unit error.

\section*{Computed results}
\begin{verbatim}
Rydberg mass unit / electron mass: 2.000000
e^2 in Ry bohr: 2.000000
atomic mass unit / electron mass: 1822.8885
atomic mass unit in Rydberg units: 911.4442
1 Ry: 109737.316 cm^-1
1 hartree: 219474.631 cm^-1
1 Ry/bohr^2: 778.447 N/m
wavenumber for c=1, A=1: 3634.873 cm^-1
CO bond length at minimum: 2.1580 bohr
C mass: 12.0110 u
O mass: 15.9990 u
reduced mass: 6.86055 u
reduced mass in Rydberg units: 6253.008
Hessian C-C axial: 1.221449 hartree/bohr^2
Hessian C-O axial: -1.221346 hartree/bohr^2
Hessian O-O axial: 1.221784 hartree/bohr^2
largest translation-sum defect: 0.000876 Ry/bohr^2
k from Hessian: 2.442691 Ry/bohr^2
k from energy curve: 2.442172 Ry/bohr^2
k in SI: 1901.50 N/m
dynamical-matrix eigenvalue: 3.906426e-04 Ry^2/hbar^2
hbar omega: 0.0197647 Ry
CO wavenumber, Rydberg route: 2168.92 cm^-1
CO wavenumber, SI route: 2168.92 cm^-1
CO wavenumber, grid level spacing: 2168.90 cm^-1
CO wavenumber, uncorrected Hessian: 2169.02 cm^-1
Mixtures: force constant, mass, converter (R=Ry, H=Ha)
  RRR: 2168.92 cm^-1, ratio 1.0000
  RRH: 4337.85 cm^-1, ratio 2.0000
  RHR: 1533.66 cm^-1, ratio 0.7071
  RHH: 3067.32 cm^-1, ratio 1.4142
  HRR: 1533.66 cm^-1, ratio 0.7071
  HRH: 3067.32 cm^-1, ratio 1.4142
  HHR: 1084.46 cm^-1, ratio 0.5000
  HHH: 2168.92 cm^-1, ratio 1.0000
parabola coefficient a: 1.221209 Ry/bohr^2
wavenumber if a is used as k: 1533.57 cm^-1
ratio if a is used as k: 0.7071
equal masses, M used for M/2, ratio: 0.7071
\end{verbatim}
